Real Plane-Wave Coefficients, Real Wavefunctions, and Two Bands per FFT

A plane-wave calculation can often be run with real arithmetic, or with half of the plane waves, at about half the storage of the general complex mode. Two settings offer this. One stores real coefficients and requires a crystal with inversion symmetry; the other stores half of the plane-wave sphere and requires special k-points. They rest on different symmetries, and choosing the wrong one gives wrong products with the potential. The decision depends on three things: whether the Hamiltonian is time-reversal invariant, whether an inversion centre sits at the origin, and which k-points are used.

**What is real, and when**

Consider one electron without spin-orbit coupling, in a real, local potential V(r) with the period of the lattice. In Hartree atomic units H = p²/2 + V(r). This covers a mean-field calculation in which each electron sees such a potential. The Bloch states are

ψ_k(r) = e^{ik·r} u_k(r), u_k(r) = Σ_G c_k(G) e^{iG·r}, Σ_G |c_k(G)|² = 1.

With this normalization the mean of |ψ_k|² over a cell is 1. The sums contain all G with |k+G|²/2 below the cutoff.

Projecting Hψ = Eψ on the plane wave k+G gives a matrix problem with elements

H_GG' = ½|k+G|² δ_GG' + V(G−G'),
V(G) = (1/Ω) ∫_cell V(r) e^{−iG·r} dr,

where Ω is the cell volume. Since V(r) is real, conjugating the integral gives V(G)* = V(−G). If also V(−r) = V(r), the substitution r → −r gives V(−G) = V(G). Together,

V(G)* = V(G).

The kinetic term is real too, so H is a real symmetric matrix at every k, and its eigenvectors can be chosen real.

Both properties of V were needed. Inversion sends k to −k, and so does time reversal, which for a spinless electron is complex conjugation. Their product returns k to itself, and this product makes the coefficients real. Inversion alone does not suffice, as the magnetic example below shows.

Real wavefunctions are a different matter. Suppose ψ_k is real, apart from a constant phase. The Bloch condition ψ_k(r+R) = e^{ik·R} ψ_k(r), taken where ψ_k is not zero, makes e^{ik·R} a ratio of real numbers. It must be +1 or −1 for every lattice vector R, so 2k·R is a multiple of 2π and

2k = G₀, a reciprocal lattice vector.

These are the time-reversal-invariant momenta: Γ and certain points on the zone boundary. Conversely, at such a k the function ψ_k* solves the same equation, because V is real, and has Bloch vector −k = k − G₀, equivalent to k. If the level is nondegenerate, ψ_k* is a phase times ψ_k, and a constant phase makes ψ_k real. Inversion is not required.

To see what this means for the coefficients, conjugate the expansion:

ψ_k* = Σ_G c(G)* e^{−i(k+G)·r}.

Writing −(k+G) = k+G' gives G' = −G−2k = −G−G₀. A real ψ_k therefore means

c(−G−G₀) = c(G)*.

The coefficients are in general complex, but they come in conjugate pairs. The cutoff must be applied to |k+G|, not to |G|: the partners have k+G' = −(k+G), hence equal kinetic energy, and enter the basis together.

At a general k, conjugation only links two k-points: c_{−k}(−G) = c_k(G)*, up to a phase. One member of the pair ±k need not be calculated, but time reversal alone gives no saving within the remaining one.

**Removing the phase left by a complex solver**

A complex eigensolver returns each vector with an arbitrary phase, which can hide the reality. The test for real coefficients uses

S = Σ_G c(G)², |S| ≤ Σ_G |c(G)|² = 1.

Equality holds only if all nonzero terms c(G)² have the same phase θ, which means c(G) = ±|c(G)| e^{iθ/2}. So |S| = 1 identifies a real vector times a phase, and multiplying c by e^{−iθ/2}, with θ = arg S, makes it real.

For a real wavefunction at 2k = G₀ the corresponding sum is

S' = Σ_G c(G) c(−G−G₀),

the cell average of ψ². If ψ can be made real, c(−G−G₀) = e^{iθ} c(G)* and S' = e^{iθ}. The vector d = e^{−iθ/2} c then obeys

d(−G−G₀) = e^{−iθ/2} e^{iθ} c(G)* = e^{iθ/2} c(G)* = d(G)*.

Within a degenerate level a phase may not be enough. Let the g columns of C be orthonormal coefficient vectors spanning a level of a real H. Conjugation maps the level to itself, so the projector P = CC† is real. Taking its real part,

P = (Re C)(Re C)ᵀ + (Im C)(Im C)ᵀ = MMᵀ, M = [Re C, Im C].

P has g eigenvalues 1 and the rest 0. Hence M has g singular values 1, and the corresponding left singular vectors are a real orthonormal basis of the level.

This recipe gives real coefficients. For real wavefunctions at 2k = G₀, let C̄(G) = C(−G−G₀)* be the coefficients of ψ*, which lies in the same level. The columns of (C + C̄)/2 and (C − C̄)/(2i) are the coefficients of Re ψ and Im ψ. They lie in the level, obey the pair relation, and span the level because C = (C + C̄)/2 + i(C − C̄)/(2i). Overlaps of real functions are real, so orthonormalizing them with real weights gives g real wavefunctions.

A square cell of side 6 bohr with V = −0.5 [cos(2πx/6) + cos(2πy/6)] hartree, x and y in bohr, has a twofold level at Γ at 0.332 hartree. If a and b are real orthonormal vectors of this level, the equally valid pair (a ± ib)/√2 has S = (1−1)/2 = 0, and no phase makes either member real. The singular values of M come out as 1, 1, 0, 0, and the two vectors belonging to 1 are real eigenvectors.

Running the solver in real arithmetic avoids the question: a real H acting on real starting vectors keeps them real.

**What is stored**

Let N be the number of plane waves at k. The complex mode stores 2N real numbers per band. With inversion, N real coefficients remain.

At an invariant momentum, one member of each pair (G, −G−G₀) is kept. A vector is its own partner if G = −G₀/2 = −k, which requires k itself to be a reciprocal vector, as at Γ. That coefficient equals its own conjugate and is real. At Γ this leaves (N−1)/2 complex numbers and one real number; at the other invariant momenta it leaves N/2 complex numbers. Either way the count is N real numbers, half of 2N.

Inner products must restore the omitted half. If a and b both obey the pair relation, the partner of the term a(G)*b(G) contributes a(G)b(G)*, its conjugate. Therefore

⟨a|b⟩ = Re Σ_kept w(G) a(G)* b(G),

with w = 2 for a pair and w = 1 for a self-paired vector. Counting the self-paired term twice would spoil norms and overlaps at Γ.

If inversion and an invariant momentum occur together, states can also be given a parity η = ±1, by a rotation if a level mixes parities. Since ψ(−r) has the coefficients c(−G−G₀),

c(−G−G₀) = η c(G), with c real.

This halves the storage again, apart from a self-paired term. It also exposes a conflict of conventions. By the conjugation formula ψ* has coefficients c(−G−G₀)* = η c(G), so ψ* = ηψ. An odd state with real coefficients has a purely imaginary wavefunction and must be multiplied by i before it enters a routine that expects real ψ.

**Two bands per FFT with inversion**

To apply V, a program transforms u to a real-space grid, multiplies by V, and transforms back: two transforms per band. A complex transform has room for two bands if a symmetry can separate them afterwards.

With real coefficients, pack d(G) = c₁(G) + i c₂(G). Its transform is f(r) = u₁(r) + i u₂(r). The functions u₁ and u₂ are complex, so Re f and Im f are not the two bands. But

u_j(−r)* = Σ_G c_j(G) e^{iG·r} = u_j(r),

and therefore f(−r)* = u₁(r) − i u₂(r), where conjugation has changed the sign of i. Adding and subtracting,

u₁(r) = [f(r) + f(−r)*]/2,
u₂(r) = [f(r) − f(−r)*]/(2i).

The grid must contain −r for every r, up to a lattice vector, as a uniform grid through the origin does.

For the product with V this unpacking is unnecessary. Let F(G) be the back-transform of V(r)f(r). By linearity

F = Vc₁ + i Vc₂,

where V now denotes the matrix V(G−G'). It is real, so Re F = Vc₁ and Im F = Vc₂. Two bands have needed two transforms instead of four.

The density needs more care. Expanding the square,

|f|² = (u₁* − iu₂*)(u₁ + iu₂)
= |u₁|² + |u₂|² + i(u₁*u₂ − u₁u₂*)
= |u₁|² + |u₂|² − 2 Im(u₁*u₂).

Under r → −r, u₁*u₂ becomes its conjugate, so the last term is odd, while |u₁|² and |u₂|² are even. The density of the pair is the even part,

|u₁|² + |u₂|² = [|f(r)|² + |f(−r)|²]/2.

One may accumulate |f|² over all pairs and symmetrize once at the end. For unequal occupations w₁ and w₂, pack √w₁ c₁ + i√w₂ c₂; the same derivation then gives the weighted density.

**Two bands per FFT with real wavefunctions**

At 2k = G₀, with phases fixed so that ψ₁ and ψ₂ are real, the same packing gives

e^{ik·r} f(r) = ψ₁(r) + i ψ₂(r).

Now the real and imaginary parts are the two bands, and |f|² = ψ₁² + ψ₂² is their density without symmetrization.

The separation has moved to reciprocal space. Since V is real, Vψ₁ and Vψ₂ are real, so Vc₁ and Vc₂ obey the pair relation. With F = Vc₁ + iVc₂ again,

F(−G−G₀)* = [(Vc₁)(G)* + i(Vc₂)(G)*]* = (Vc₁)(G) − i(Vc₂)(G),

and hence

(Vc₁)(G) = [F(G) + F(−G−G₀)*]/2,
(Vc₂)(G) = [F(G) − F(−G−G₀)*]/(2i).

Away from Γ, the real function is ψ and not u = e^{−ik·r}ψ. A routine that assumes a real periodic part u is then suitable at Γ but not at a zone-boundary point.

**A worked case**

The model is a two-dimensional lattice with cell vectors a₁ = (6, 0) and a₂ = (2, 5) bohr and reciprocal vectors b₁ and b₂. The potential, in hartree, is

V(r) = 2[−0.25 cos(b₁·r) − 0.20 cos(b₂·r) − 0.15 cos((b₁+b₂)·r) + s sin((b₁+b₂)·r)].

For s = 0 it is even. For s = 0.20 it has no inversion centre anywhere: a centre τ of the first two cosines needs b₁·τ and b₂·τ to be multiples of π, and about each such point the sine is odd. The cutoff is 8 hartree and the grid has 20 × 20 points. Points in k are given in units of b₁ and b₂.

At the general point k = (0.2, 0.3), the lowest four bands of the even potential all have |S| = 1. The corresponding measure for the wavefunction, |mean of ψ²| divided by the mean of |ψ|² over the cell grid, lies between 0.12 and 0.68, so no phase makes these ψ real. At a general k, ψ² is not periodic, so these values depend on the grid and on where the cell is placed: the exact integral over the same cell gives 0.145 to 0.68, and a cell centred on the origin gives 0.33 to 0.98. Only the fact that they stay below 1 matters. With s = 0.20 and k = X = (0.5, 0) the roles are reversed: the wavefunction measure is 1 for all four bands, while |S| lies between 0.58 and 0.85. With s = 0.20 at the general point neither property holds.

The storage count at Γ is 37 plane waves, of which 19 are kept: 18 complex pairs and one real number, 2·18 + 1 = 37 real numbers instead of 74. At X there are 40 plane waves and no self-paired one, so 20 complex numbers replace 40. The matrix element ⟨1|V|2⟩ from the half sphere agrees with the full sum at both points: −0.0248 hartree at Γ and −0.0322 hartree at X.

For the inversion packing, take the two lowest bands of the even potential at the general k. At one grid point

f(r) = 1.6320 − 1.4516i, f(−r)* = −0.4141 + 0.7459i.

Half the sum is u₁ = 0.609 − 0.353i. The difference is 2.0461 − 2.1975i, and division by 2i gives u₂ = −1.099 − 1.023i. Both agree with direct summation of the plane waves. The density of the pair here is 0.495 + 2.254 = 2.749. The raw |f(r)|² is 4.770, but its average with |f(−r)|² = 0.728 is again 2.749. Elsewhere on the grid the raw square is wrong by as much as 6.8, against a mean density of 2 for the pair.

For the other packing, take the two lowest bands at X with s = 0.20. The partner of G = 0 is −b₁, and

F(0) = −0.36848 − 0.04455i, F(−b₁)* = −0.34173 − 0.03917i hartree.

Half the sum gives (Vc₁)(0) = −0.3551 − 0.0419i hartree. The difference, −0.02675 − 0.00538i, divided by 2i gives (Vc₂)(0) = −0.0027 + 0.0134i hartree. Over all plane waves both products agree with the explicit matrix to rounding error. Although ψ₁ is real here, the imaginary part of u₁ reaches 1.2 on the grid. The numerical output lists these values with further digits.

**Conditions under which the settings fail**

*The inversion centre is not at the origin.* If V(r) = W(r−τ) with W even, the states are shifted copies of those of W. With d(G) the real coefficients for W,

ψ(r) = Σ_G d(G) e^{i(k+G)·(r−τ)},

so, dropping the common phase e^{−ik·τ}, c(G) = e^{−iG·τ} d(G). The phase now depends on G, and the coefficients are in general complex. Moving the centre of the even model to τ = 0.1a₁ + 0.2a₂ lowers the smallest |S| to 0.22; multiplying c(G) by e^{iG·τ} restores 1. The remedy is to translate the atoms. If a symmetry list gives inversion with a translation t, r → −r + t, the centre is the fixed point τ = t/2. No move is needed if 2τ is a lattice vector, because e^{−iG·τ} is then ±1.

*There is no inversion centre.* Split V(G−G') into its even part, a real matrix V_e, and its odd part, an imaginary matrix iW with W real. For real c₁ and c₂,

F = (V_e + iW)(c₁ + ic₂), Re F = V_e c₁ − W c₂.

The correct product is V_e c₁ + iW c₁. The routine has dropped a term and mixed the second band into the first. As a test, take for c₁ and c₂ the real coefficients of the two lowest bands of the even model at the general k, and apply the potential with s = 0.20. The largest error in a coefficient of Vc₁ is 0.18 hartree; for scale, the G = 0 coefficient of the even part V_e c₁ is −0.31 hartree.

*A magnetic field acts on the orbital motion.* Replace p by p + A(r), with the coupling constant absorbed in A. If A is odd, p + A changes sign under inversion and its square does not, so inversion survives. But A(G)* = A(−G) = −A(G), so A(G) is imaginary, and the term

½(2k+G+G')·A(G−G')

makes H complex. With A = 0.8 sin(b₁·r) along a₂ added to the even model, the bands still satisfy E(k) = E(−k), as tested, yet the smallest |S| at the general k is 0.24. At the invariant point (0, 0.5) the smallest wavefunction measure is 0.36. Both settings must be off in this case. An even A is different: A(G) is then real, so H stays real with an even V and real coefficients remain possible, but the wavefunctions at 2k = G₀ are in general not real.

*Spin-orbit coupling is included.* For a two-component electron, inversion times time reversal is an antiunitary operation K with K² = −1. If a state obeyed Kφ = e^{iα}φ, a second application would give K²φ = e^{−iα}Kφ = φ, a contradiction. The argument for real coefficients is lost, and the complex mode is the safe choice.

*The magnetization is noncollinear.* Even without spin-orbit coupling, the exchange term B(r)·σ couples the two spin components and contains the imaginary matrix σ_y. For a noncoplanar B the Hamiltonian is not real in position space, so the pair relation fails at 2k = G₀, real coefficients fail even if V and B are both even, and without inversion E(k) and E(−k) differ in general.

*Collinear magnetism without spin-orbit coupling* is allowed, since each spin channel has its own real potential. For real coefficients each of these must be even. In an antiferromagnet whose inversion exchanges the two spin sublattices, V_up(−r) = V_down(r), which differs from V_up(r), so the condition fails about that centre although the total charge density is even. Real coefficients then need another centre that maps each sublattice to itself, if one exists.

**Choosing the setting**

1. With spin-orbit coupling, noncollinear magnetism or an orbital magnetic field, use complex coefficients on the full sphere; where time reversal is broken, drop −k only if another symmetry, such as inversion, relates it to k. This is always safe, though a special symmetry, such as an even A with an even V, can keep H real.
2. Otherwise, if all spin channels share an inversion centre, put it at the origin and use real coefficients. This works at every k.
3. Without inversion, use the half sphere at those k for which 2k is a reciprocal vector, and check that the routine accepts points other than Γ before using it there.
4. At the remaining k-points without inversion, use complex coefficients, and calculate one of k and −k.

In cases 2 and 3 bands can be packed in pairs. Fix phases or rotate degenerate levels first if the vectors come from a complex solver, and split the result by the rule that belongs to the symmetry used.

Table of computed values

```
cell vectors (bohr): [6. 0.], [2. 5.]
V coefficients 10, 01, 11 (hartree): -0.25, -0.2, -0.15
sine coefficient of uneven V (hartree): 0.2
cutoff (hartree): 8.0; grid: 20 x 20
reality measures, minimum and maximum over the lowest 4 bands
even V, k=general (0.2, 0.3): c 1.0000 1.0000; psi 0.1244 0.6778
even V, k=X (0.5, 0.0): c 1.0000 1.0000; psi 1.0000 1.0000
even V, k=Gamma (0.0, 0.0): c 1.0000 1.0000; psi 1.0000 1.0000
uneven V, k=general (0.2, 0.3): c 0.4035 0.8316; psi 0.1106 0.5662
uneven V, k=X (0.5, 0.0): c 0.5798 0.8481; psi 1.0000 1.0000
uneven V, k=Gamma (0.0, 0.0): c 0.6272 0.8620; psi 1.0000 1.0000
centre at [0.1 0.2] (cell units): min c measure 0.2163, after phase factor 1.0000
vector potential amplitude (atomic units): 0.8
with it: min c measure at general k 0.2442; min psi measure at k=(0.0, 0.5) 0.3593
square cell, side 6.0 bohr, degenerate energy (hartree): 0.33236
mixed pair: c measure 0.0000; singular values 1.0000 1.0000 0.0000 0.0000
Gamma: plane waves 37, kept 19, self-paired 1; real numbers 74 -> 37
Gamma: <1|V|2> full -0.024784, half -0.024784 hartree
X: plane waves 40, kept 20, self-paired 0; real numbers 80 -> 40
X: <1|V|2> full -0.032191, half -0.032191 hartree
even V, X: parities of lowest bands [1, -1, -1, 1]
general k, even V: plane waves 36, energies (hartree) -0.35859 0.30180 0.39534 0.77328
c1(0), c2(0): +0.73334, -0.48529
grid point (3,5): f(r) +1.63196 -1.45156i; f(-r) -0.41413 -0.74590i
unpacked: u1 +0.60892 -0.35283i; u2 -1.09873 -1.02304i
direct sum: u1 +0.60892 -0.35283i; u2 -1.09873 -1.02304i
packed V product at G=0 (hartree): -0.31058 -0.11495i
largest unpacking error 1.4e-15; V product 2.2e-16
density error of raw |f|^2 (mean density 1 per band): 6.8436
V-product error if V is uneven (hartree): 0.1790
X, uneven V: energies (hartree) -0.43599 0.18094 0.46663 0.73386
c1 at G=0: +0.59682 +0.07035i; at partner [-1  0]: +0.59682 -0.07035i
F at G=0: -0.36848 -0.04455i; at partner: -0.34173 +0.03917i hartree
split at G=0: Vc1 -0.35511 -0.04186i; Vc2 -0.00269 +0.01337i hartree
largest V-product error (hartree): 4.4e-16
largest imaginary part of u1 while psi1 is real: 1.1950
```
